# The longitudinal-optical absorption peak of a very thin oxide film

An oxide film of thickness $d$ fills $0<z<d$ between vacuum ($z<0$) and a transparent substrate of real dielectric constant $\varepsilon_s>1$ ($z>d$). The film is homogeneous and isotropic, with a local dielectric function $\varepsilon(\omega)=\varepsilon'+i\varepsilon''$ and $\varepsilon''>0$. Fields vary as $e^{-i\omega t}$. Infrared light arrives from the vacuum at angle $\theta$ to the normal, with the $xz$ plane as plane of incidence. We write

$$k=\omega/c,\quad C=\cos\theta,\quad S=\sin\theta,\quad q_s=\sqrt{\varepsilon_s-S^2}.$$

The film is much thinner than the wavelength. The problem is to find at which frequencies it absorbs, and how this depends on polarisation and angle.

The numerical example uses round model parameters, not a fit to measured silica. The film has one vibrational oscillator,

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{f\omega_T^2}{\omega_T^2-\omega^2-i\gamma\omega},$$

with $\varepsilon_\infty=2$, $f=0.8$, $\omega_T=1000\ \mathrm{cm^{-1}}$ and $\gamma=50\ \mathrm{cm^{-1}}$. Frequencies are quoted as wavenumbers. Further, $d=2$ nm, $\varepsilon_s=12$ and, unless stated otherwise, $\theta=60^\circ$.

## (a) The field inside the film

**For p-polarised light, derive the equations for the fields in the film. Which field components pass into a very thin film unchanged, and which does not?**

In p-polarisation the magnetic field has the component $H_y$ alone. Let $h=\sqrt{\mu_0/\varepsilon_0}\,H_y$, so that $h$ and the electric field have the same unit, and let the incident wave have $h=1$. Its electric amplitude is then also 1. All fields carry the factor $e^{ikSx}$, because the component of the wavevector along the surface is conserved.

The law $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ has the components

$$-\partial_zH_y=-i\omega\varepsilon_0\varepsilon E_x,\qquad ikSH_y=-i\omega\varepsilon_0\varepsilon E_z .$$

Multiplying by $\sqrt{\mu_0/\varepsilon_0}$ and using $\omega\sqrt{\mu_0\varepsilon_0}=k$ gives

$$h'=ik\varepsilon E_x,\qquad E_z=-\frac{S\,h}{\varepsilon}. \tag{1}$$

The $y$ component of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ is $E_x'-ikSE_z=ikh$. Inserting $E_z$,

$$E_x'=ik\left(1-\frac{S^2}{\varepsilon}\right)h. \tag{2}$$

Both $h$ and $E_x$ are continuous at the surfaces, and across a thin film they change only by amounts proportional to $kd$. To leading order they keep the values they would have at the bare substrate. The normal field does not: $D_z=\varepsilon_0\varepsilon E_z=-\varepsilon_0Sh$ is continuous, so $E_z$ inside is the vacuum value divided by $\varepsilon$. Where $|\varepsilon|$ is small, the normal field is enhanced.

## (b) The absorbed fraction

**Find the absorptance to first order in $d$ for both polarisations.**

The mean power turned into heat per volume is $\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2$. The incident power per surface area is $\tfrac12\varepsilon_0cC$ for unit amplitude, where $C$ accounts for the oblique beam. Their ratio gives

$$A=\frac{k}{C}\int_0^d\varepsilon''\left(|E_x|^2+|E_z|^2\right)dz. \tag{3}$$

We need the fields at the bare interface. For a wave travelling towards $+z$ in a medium of constant $\varepsilon_m$, with normal wavevector $kq$, equation (1) gives $E_x=(q/\varepsilon_m)h$; for the opposite direction the sign changes. With reflected and transmitted amplitudes $r$ and $t_0$ of $h$, continuity requires

$$1+r=t_0,\qquad C(1-r)=\frac{q_s}{\varepsilon_s}t_0 .$$

Dividing the second equation by $C$ and adding the first gives

$$t_0=\frac{2C\varepsilon_s}{N},\qquad N=C\varepsilon_s+q_s .$$

Hence $E_x=q_st_0/\varepsilon_s=2Cq_s/N$ and, inside the film, $|E_z|=S\,t_0/|\varepsilon|=2C\varepsilon_sS/(N|\varepsilon|)$. Since $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$, we have $\varepsilon''/|\varepsilon|^2=\mathrm{Im}(-1/\varepsilon)$. Equation (3) becomes

$$A_p=\frac{4kdC}{N^2}\left[q_s^2\,\mathrm{Im}\,\varepsilon+S^2\varepsilon_s^2\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)\right]. \tag{4}$$

In s-polarisation the electric field is $E_y$, parallel to the film. The conditions are $1+r=t_0$ and $C(1-r)=q_st_0$, so $t_0=2C/(C+q_s)$ and

$$A_s=\frac{4kdC}{(C+q_s)^2}\,\mathrm{Im}\,\varepsilon. \tag{5}$$

At normal incidence $S=0$ and $q_s=\sqrt{\varepsilon_s}$, and both formulas reduce to $4kd\,\mathrm{Im}\,\varepsilon/(1+\sqrt{\varepsilon_s})^2$, as they must. The term with $\mathrm{Im}(-1/\varepsilon)$ needs a normal electric field, which exists for p-polarisation at oblique incidence.

## (c) What a transmission measurement shows

**Find the absorbance $-\ln(T/T_0)$ in p-polarisation, where $T_0$ is the transmittance of the bare substrate surface.**

Let $t$ be the transmitted amplitude with the film present. At $z=d$ we have $h=t$ and $E_x=q_st/\varepsilon_s$. One step back through the film with (1) and (2) gives

$$h(0)=t\left[1-ikd\,\frac{\varepsilon q_s}{\varepsilon_s}\right],\qquad E_x(0)=t\left[\frac{q_s}{\varepsilon_s}-ikd\left(1-\frac{S^2}{\varepsilon}\right)\right].$$

In the vacuum $h(0)=1+r$ and $E_x(0)=C(1-r)$, hence $h(0)+E_x(0)/C=2$. Multiplying by $C\varepsilon_s$,

$$2C\varepsilon_s=t\left\{N-ikd\left[Cq_s\varepsilon+\varepsilon_s\left(1-\frac{S^2}{\varepsilon}\right)\right]\right\}.$$

Division by $N$ yields $t=t_0/(1-ikdX)$, and therefore

$$\frac{T}{T_0}=\frac1{|1-ikdX|^2},\qquad X=\frac{Cq_s\varepsilon+\varepsilon_s(1-S^2/\varepsilon)}{N}. \tag{6}$$

Now $|1-ikdX|^2=(1+kd\,\mathrm{Im}X)^2+(kd\,\mathrm{Re}X)^2$. For $kd|X|\ll1$ its logarithm is $2kd\,\mathrm{Im}X$ to first order in $kd$, so

$$-\ln\frac{T}{T_0}\simeq\frac{2kd}{N}\left[Cq_s\,\mathrm{Im}\,\varepsilon+\varepsilon_sS^2\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)\right]. \tag{7}$$

The same two functions appear as in (4), with different weights, because the film also changes the reflected power.

Here $T$ is the power entering a semi-infinite substrate. A real wafer has a back face, and light reflected there meets the film again. For a thick transparent wafer with a bare back face and incoherent multiple reflections, the example of this text changes as follows: the absorbance at $\omega_T$ and normal incidence rises from 0.0090 to 0.0116, and the p-polarised ratio of the absorbances at $\omega_L$ and $\omega_T$ falls from 0.49 to 0.41 at $40^\circ$ and from 1.33 to 1.28 at $60^\circ$. The correction vanishes near the Brewster angle of the substrate, $74^\circ$. All values below refer to the semi-infinite substrate.

Equation (6) also gives the size of the error in (4). The film reduces $|t|^2$, and with it the heating, by the factor $T/T_0$. First-order absorptance at the strongest peak is thus too large by a fraction close to the absorbance there. This was compared with the full solution of the boundary conditions at $0$, $15$, $60$ and $80^\circ$ in both polarisations. At these angles the largest error in the absorptance spectrum, divided by the maximum of that spectrum, is 0.98 to 1.01 times the peak absorbance; among them it is largest, about 2.2 %, at $80^\circ$ in p-polarisation, and it grows further towards grazing incidence (3.2 % at $88^\circ$). At $40^\circ$ and $50^\circ$ in p-polarisation the strongest peak of the absorptance is not the strongest peak of the absorbance, and this ratio drops to 0.76 and 0.80; the relative error at the strongest absorptance peak is then 0.94 and 0.97 times the absorbance at the same frequency.

## (d) Where the peaks lie

**Show that $\mathrm{Im}(-1/\varepsilon)$ peaks near a zero of $\varepsilon'$. For the one-oscillator film, find the positions, widths and relative heights of both absorption peaks.**

Near a zero $\omega_0$ of $\varepsilon'$, let $\varepsilon'\simeq a(\omega-\omega_0)$ and let $\varepsilon''$ vary slowly. Then

$$\mathrm{Im}\!\left(-\frac1\varepsilon\right)\simeq\frac{\varepsilon''}{a^2(\omega-\omega_0)^2+\varepsilon''^2},$$

a peak of height $1/\varepsilon''$ and half-width $\varepsilon''/|a|$. It is pronounced if $\varepsilon''$ is small at the zero. The approximation requires that $\varepsilon''$ change little over the width of the peak. The oscillator used here has a second, lower zero of $\varepsilon'$, at $1003.2\ \mathrm{cm^{-1}}$ just above $\omega_T$. There $\varepsilon''$ is large and changes strongly over that width, and $\mathrm{Im}(-1/\varepsilon)$ has no peak. The zero that matters is the upper one. If $\varepsilon''$ falls with frequency, the derivative at $\omega_0$ is $-(d\varepsilon''/d\omega)/\varepsilon''^2>0$, so the maximum lies somewhat above the zero.

For one oscillator, a common denominator gives

$$\varepsilon=\varepsilon_\infty\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega},\qquad \omega_L^2=\omega_T^2\left(1+\frac f{\varepsilon_\infty}\right).$$

With $\Delta=\omega_L^2-\omega_T^2$, the function and its inverse can be written as

$$\varepsilon=\varepsilon_\infty+\frac{\varepsilon_\infty\Delta}{\omega_T^2-\omega^2-i\gamma\omega},\qquad
-\frac1\varepsilon=-\frac1{\varepsilon_\infty}+\frac{\Delta/\varepsilon_\infty}{\omega_L^2-\omega^2-i\gamma\omega}.$$

The second form follows from $\omega_T^2-\omega^2-i\gamma\omega=(\omega_L^2-\omega^2-i\gamma\omega)-\Delta$. Absorption contains a further factor $\omega$ from $k$. For either resonance, $j=T$ or $L$,

$$\omega\,\mathrm{Im}\frac1{\omega_j^2-\omega^2-i\gamma\omega}=\frac{\gamma}{(\omega_j^2-\omega^2)^2/\omega^2+\gamma^2}.$$

This is largest, $1/\gamma$, at $\omega=\omega_j$. It has half that value where $|\omega_j^2-\omega^2|=\gamma\omega$, that is, at $\omega=\sqrt{\omega_j^2+\gamma^2/4}\pm\gamma/2$. Each term therefore has full width $\gamma$. The first is the transverse-optical (TO) peak at $\omega_T$; the second, at $\omega_L$, is the longitudinal-optical (LO) peak, whose name is explained in (e).

Here $\omega_L=1000\sqrt{1.4}=1183.2\ \mathrm{cm^{-1}}$. In energy, the two peaks lie at 124.0 and 146.7 meV.

To locate the zero of $\varepsilon'$, set the real part of $(\omega_L^2-\omega^2-i\gamma\omega)(\omega_T^2-\omega^2+i\gamma\omega)$ to zero. With $y=\omega_L^2-\omega^2$ this reads

$$y(y-\Delta)+\gamma^2(\omega_L^2-y)=0 .$$

For weak damping the upper zero has small $y\simeq\gamma^2\omega_L^2/\Delta$, and since $y\simeq2\omega_L(\omega_L-\omega_0)$,

$$\omega_L-\omega_0\simeq\frac{\gamma^2\omega_L}{2\Delta}=\frac{2500\times1183.2}{2\times4\times10^5}=3.7\ \mathrm{cm^{-1}}.$$

The numerical zero is at $1179.5\ \mathrm{cm^{-1}}$, or $3.8\ \mathrm{cm^{-1}}$ below $\omega_L$. The quadratic has real roots if $\Delta+\gamma^2\ge2\gamma\omega_L$, that is $(\gamma-\omega_L)^2\ge\omega_T^2$. For $\gamma\ge\omega_L+\omega_T$ both roots exceed $\omega_L^2$ and give $\omega^2<0$, so zeros at real frequency exist for $\gamma\le\omega_L-\omega_T=183\ \mathrm{cm^{-1}}$. With stronger damping $\varepsilon'$ has no zero at all, although the loss term $\omega\,\mathrm{Im}(-1/\varepsilon)$ still has its maximum at $\omega_L$. The zero of $\varepsilon'$ is thus a good marker of the peak for weak damping, not its cause in every case.

The peak heights of $\omega\,\mathrm{Im}\,\varepsilon$ and $\omega\,\mathrm{Im}(-1/\varepsilon)$ are $\varepsilon_\infty\Delta/\gamma$ and $\Delta/(\varepsilon_\infty\gamma)$. For well-separated bands, (7) gives the ratio of absorbances

$$\frac{\mathrm{LO}}{\mathrm{TO}}\simeq\frac{\varepsilon_sS^2}{Cq_s\varepsilon_\infty^2}=\frac{12\times0.75}{0.5\times3.354\times4}=1.34. \tag{8}$$

The full solution gives 1.33. The small difference is mainly overlap: the tail of the other band adds 2.1 % to the TO peak and 1.6 % to the LO peak.

## (e) Why a transverse wave finds the longitudinal frequency

**Explain the shift from $\omega_T$ to $\omega_L$ by the motion of the polarisation normal to the film.**

Let $P$ be the vibrational part of the polarisation along $z$. The oscillator model means

$$\ddot P+\gamma\dot P+\omega_T^2P=\varepsilon_0f\omega_T^2E_z,\qquad D_z=\varepsilon_0\varepsilon_\infty E_z+P .$$

To leading order in $kd$, the light fixes $D_z$, not $E_z$. Solving for the field, $E_z=(D_z-P)/(\varepsilon_0\varepsilon_\infty)$, and inserting it,

$$\ddot P+\gamma\dot P+\omega_T^2\left(1+\frac f{\varepsilon_\infty}\right)P=\frac{f\omega_T^2}{\varepsilon_\infty}D_z .$$

The term $-P/(\varepsilon_0\varepsilon_\infty)$ is the depolarising field of the charges that $P$ creates on the two film surfaces. It opposes the displacement, stiffens the oscillator and raises its frequency to $\omega_L$. Polarisation parallel to the film has no component normal to the surfaces and puts no charge on them. In the thin-film limit the light fixes $E_x$ itself, by continuity, so this resonance stays at $\omega_T$.

With $D_z=0$ the free motion obeys $\omega^2+i\gamma\omega=\omega_L^2$, which is the condition $\varepsilon(\omega)=0$ at complex frequency. Its solution is $\omega=\sqrt{\omega_L^2-\gamma^2/4}-i\gamma/2$, numerically $1183-25i\ \mathrm{cm^{-1}}$. A longitudinal wave in the bulk, with $\mathbf E$ along its wavevector, can satisfy $\nabla\cdot\mathbf D=0$ only if $\varepsilon=0$. The frequencies agree, hence the name LO. The light has not launched such a bulk wave; it drives a nearly uniform polarisation across the film.

## (f) Reading the spectrum, and its dependence on angle

**Evaluate the absorption at $\omega_L$ for $\theta=60^\circ$. Then compare it with s-polarisation and with other angles.**

At $\omega_L$ the film has $\varepsilon=0.0428+0.2895i$, $\mathrm{Im}(-1/\varepsilon)=3.381$ and $kd=1.487\times10^{-3}$. Also $N=6+3.354=9.354$. The bracket in (7) is

$$0.5\times3.354\times0.2895+12\times0.75\times3.381=0.49+30.43=30.9,$$

so the absorbance is $2\times1.487\times10^{-3}\times30.9/9.354=0.0098$. The full solution has its maximum at $1183.2\ \mathrm{cm^{-1}}$ with the same value to these digits. The normal field supplies 99 % of the heat at $\omega_L$ but under 4 % at $\omega_T$. In s-polarisation at the same angle, the absorbance at $\omega_L$ is 0.0002.

The p-polarised absorbance from the full solution is:

| $\theta$ | at $\omega_T$ | at $\omega_L$ |
|---|---|---|
| $0^\circ$ | 0.0090 | 0.0002 |
| $20^\circ$ | 0.0088 | 0.0011 |
| $40^\circ$ | 0.0084 | 0.0041 |
| $60^\circ$ | 0.0073 | 0.0098 |
| $80^\circ$ | 0.0046 | 0.0216 |

The value at $0^\circ$ and $\omega_L$ is not a weak peak. It is the tail of the TO band: at normal incidence, and in s-polarisation at $60^\circ$, the tests confirm that both absorbance and absorptance fall steadily from 1100 to $1300\ \mathrm{cm^{-1}}$.

For small angles the LO term grows as $S^2$. Towards grazing incidence the absorbance in (7) stays finite, since it is relative to the bare surface, but the absorptance (4) vanishes as $C$.

## (g) When the first-order result fails

**What happens at $\omega_L$ if the damping is very weak?**

Two conditions must be kept apart. The single step in (c) neglects second-order terms. From (1) and (2), $h''=-k^2(\varepsilon-S^2)h$, and $E_x$ obeys the same equation, so the step needs $k^2d^2|\varepsilon-S^2|\ll1$. This is harmless near $\varepsilon=0$. The expansion of the logarithm needs $kd|X|\ll1$, and $X$ contains $S^2/\varepsilon$, which becomes large there. Both conditions limit the absolute error. For (7) to be accurate in relative terms as well, $kd\,\mathrm{Im}X$ must be large compared with the neglected terms of second order in $kd$. This can fail where the film hardly absorbs, above all at high frequency, where $kd$ is larger: at $60^\circ$ and $4000\ \mathrm{cm^{-1}}$, (7) gives $3.1\times10^{-6}$ against the full value $5.6\times10^{-6}$, whereas at $300\ \mathrm{cm^{-1}}$ both give $3.2\times10^{-6}$.

Take $\gamma=1\ \mathrm{cm^{-1}}$. Then $\mathrm{Im}(-1/\varepsilon)=\Delta/(\varepsilon_\infty\gamma\omega_L)=169$ at $\omega_L$, and

$$kd\,\mathrm{Im}X\simeq\frac{1.487\times10^{-3}\times9\times169}{9.354}=0.242 .$$

First order predicts an absorbance of 0.484. The unexpanded form (6) gives $2\ln1.242=0.433$, in agreement with the full solution, 0.433. The first-order value is 12 % too high relative to the full one. The enhanced field cannot grow without limit, because the film's response weakens the $h$ that drives it.

## (h) An amorphous network

**In a disordered network the local vibrational frequencies are spread. Does the LO peak survive?**

Parts (a) to (c) use no particular form of $\varepsilon(\omega)$, so (4) and (7) apply, within the limits of the first-order treatment, to any local, isotropic average dielectric function. As a simple model of disorder, the single $\omega_T$ is replaced by a Gaussian distribution centred at $1000\ \mathrm{cm^{-1}}$ with standard deviation $25\ \mathrm{cm^{-1}}$. The numerator $f\omega_T^2$ keeps its value at the centre frequency for every oscillator, the weights sum to one, and each oscillator has damping $20\ \mathrm{cm^{-1}}$. (Using $f\omega_j^2$ with each oscillator's own frequency $\omega_j$ instead moves the zero and the peak quoted below up by $1.2\ \mathrm{cm^{-1}}$.)

The upper zero of the averaged $\varepsilon'$ is then at $1185.6\ \mathrm{cm^{-1}}$, and the p-polarised peak at $60^\circ$ is at $1186.2\ \mathrm{cm^{-1}}$. At normal incidence the absorbance again falls steadily through this region. In this example the peak lies close to the upper zero of the averaged function, and nothing in the derivation requires long-range order. The spread is narrow: $\omega_L$ lies about seven standard deviations above the centre of the distribution, so the peak is hardly weakened (absorbance 0.0237, against 0.0241 for the same damping without spread). The example does not cover a spread comparable with $\omega_L-\omega_T$. The model leaves out what a real silica network adds, such as several vibrational bands and correlations between neighbouring units, so its numbers illustrate the mechanism and do not predict a silica spectrum. The remaining values are in the numerical output below.

## Computed values

```
eps_inf = 2.0, strength f = 0.8, eps_s = 12.0
TO wavenumber = 1000.0 cm^-1, damping = 50.0 cm^-1
thickness = 2.0 nm, angle = 60.0 degrees
LO wavenumber from formula = 1183.22 cm^-1
TO and LO in energy = 123.98, 146.70 meV
k d at LO = 1.487e-03
q_s at this angle = 3.3541
eps at TO = 2.0000 + 16.0000 i
eps at LO = 0.0428 + 0.2895 i
Im(-1/eps) at TO, LO = 0.0615, 3.3806
|1/eps| at LO = 3.4174
zero of Re eps = 1179.45 cm^-1
its distance below LO = 3.764 cm^-1
same distance, estimate = 3.698 cm^-1
TO loss term: peak = 1000.00 cm^-1, full width = 50.00 cm^-1
LO loss term: peak = 1183.22 cm^-1, full width = 50.00 cm^-1
free normal mode = 1182.95 - 25.00 i cm^-1
p spectrum: TO peak = 1000.10 cm^-1, absorbance = 0.00735
p spectrum: LO peak = 1183.15 cm^-1, absorbance = 0.00981
LO/TO height ratio, full solution = 1.3346
LO/TO height ratio, isolated bands = 1.3416
thin-film absorbance at LO = 0.00983
largest first-order error / spectrum maximum, 0 to 80 degrees:
  absorptance 2.16 %, absorbance 0.52 %
absorptance error / peak absorbance = 0.980 to 1.005
absorptance at TO = 0.00532, E_z share = 3.58 %
absorptance at LO = 0.01240, E_z share = 99.10 %
s-polarised absorbance at LO, same angle = 0.000225
p absorbance at 0 degrees: TO = 0.008987, LO = 0.000194
p absorbance at 20 degrees: TO = 0.008842, LO = 0.001149
p absorbance at 40 degrees: TO = 0.008368, LO = 0.004133
p absorbance at 60 degrees: TO = 0.007347, LO = 0.009806
p absorbance at 80 degrees: TO = 0.004626, LO = 0.021626
weak damping = 1.0 cm^-1, absorbance at LO:
  full = 0.4332, first order = 0.4836, unexpanded = 0.4331
disorder: spread (standard deviation) = 25.0 cm^-1, damping = 20.0 cm^-1
disorder: zero of Re eps = 1185.57 cm^-1
disorder: LO peak = 1186.18 cm^-1, absorbance = 0.02370
```
